\section*{Surface Diffusion Instability of a Solid Cylinder: Fastest Wavelength and Growth Rate}

\section{Result and conventions}

A long solid cylinder of radius $R$ changes shape by isotropic surface diffusion. A small axisymmetric ripple of wavenumber $k$ grows as $e^{\omega t}$ with
\begin{equation}
\omega(k)=Bk^2\left(\frac{1}{R^2}-k^2\right),
\label{eq:result}
\end{equation}
and the fastest ripple has
\begin{equation}
\lambda_m=2\pi\sqrt2\,R,\qquad \omega_m=\frac{B}{4R^4}.
\label{eq:max}
\end{equation}
The material enters through one constant,
\begin{equation}
B=\frac{D_s\gamma\Omega^2\nu}{k_BT},
\label{eq:B}
\end{equation}
where $D_s$ is the surface diffusivity, $\gamma$ the surface energy per area, $\Omega$ the atomic volume and $\nu$ the number of surface atoms per area. $D_s$ is the mass-transfer diffusivity that belongs with this $\nu$: it describes the mean drift of all surface atoms, not the hopping of one adatom.

The normal points out of the solid, and $\kappa$ is the sum of the two principal curvatures, positive for a convex solid. The model has no facets, grain boundaries, substrate or elastic stress. Until stated otherwise, atoms move only along the surface.

\section{First case: a nearly flat surface}

Let the surface have height $h(x,t)$, uniform in the other direction. Its energy per unit width is $\gamma\int\sqrt{1+h'^2}\,dx$. Under a small change $\delta h$ that is periodic or vanishes at the ends, integration by parts gives
\begin{equation}
\delta E=\gamma\int\frac{h'}{\sqrt{1+h'^2}}\,\delta h'\,dx
=-\gamma\int\frac{h''}{(1+h'^2)^{3/2}}\,\delta h\,dx .
\end{equation}
The added volume is $\int\delta h\,dx$, so the energy per added volume is $\gamma\kappa$ with $\kappa=-h''/(1+h'^2)^{3/2}$. One atom brings volume $\Omega$. Its chemical potential, measured from that at a flat surface, is therefore
\begin{equation}
\mu=\gamma\Omega\kappa .
\label{eq:mu}
\end{equation}
Atoms on a crest have the higher potential.

The force on an atom along the surface is $-\partial_s\mu$, where $s$ is arc length. By the Einstein relation its mean drift velocity is $-(D_s/k_BT)\,\partial_s\mu$, and $\nu$ atoms per area carry the flux
\begin{equation}
J=-\frac{D_s\nu}{k_BT}\,\partial_s\mu .
\label{eq:flux}
\end{equation}
This counts atoms per unit time crossing a unit length of line on the surface. Where the flux converges, atoms pile up and the surface moves outward with normal velocity $v_n=-\Omega\,\partial_sJ=B\,\partial_s^2\kappa$. The two factors of $\Omega$ in $B$ thus have separate origins: one turns energy per volume into energy per atom, the other turns arriving atoms into volume.

For small slopes $\kappa=-h''$ and $v_n=h_t$, so $h_t=-Bh''''$. A ripple $\cos kx$ has $h''''=k^4h$, hence
\begin{equation}
\omega_{\rm flat}=-Bk^4 .
\label{eq:flat}
\end{equation}
Every ripple on a flat surface decays. Any instability of the cylinder must come from its second curvature.

\section{Second case: the axisymmetric cylinder}

\subsection{Chemical potential}

Let the radius be $r(z,t)$. The surface energy is $E=2\pi\gamma\int r\sqrt{1+r'^2}\,dz$, and its variation is
\begin{align}
\delta E&=2\pi\gamma\int\left[\sqrt{1+r'^2}\,\delta r+\frac{rr'}{\sqrt{1+r'^2}}\,\delta r'\right]dz\nonumber\\
&=2\pi\gamma\int\left[\sqrt{1+r'^2}-\frac{d}{dz}\frac{rr'}{\sqrt{1+r'^2}}\right]\delta r\,dz .
\end{align}
The derivative in the bracket is
\begin{equation}
\frac{d}{dz}\frac{rr'}{\sqrt{1+r'^2}}
=\frac{r'^2}{\sqrt{1+r'^2}}+\frac{rr''}{(1+r'^2)^{3/2}} .
\end{equation}
Since $\sqrt{1+r'^2}-r'^2/\sqrt{1+r'^2}=1/\sqrt{1+r'^2}$, and the added volume is $\delta V=2\pi\int r\,\delta r\,dz$, division by the weight $2\pi r$ gives $\mu=\gamma\Omega\kappa$ with
\begin{equation}
\kappa=\frac{1}{r\sqrt{1+r'^2}}-\frac{r''}{(1+r'^2)^{3/2}} .
\label{eq:kappa}
\end{equation}
The first term is the curvature around the wire, the second the curvature along it.

Two limits check the signs. A uniform cylinder gives $1/R$. A sphere of radius $a$ has $r^2=a^2-z^2$, so $r'=-z/r$, $1+r'^2=a^2/r^2$ and $r''=-a^2/r^3$. Each term of (\ref{eq:kappa}) then equals $1/a$, and the sum is $2/a$, as it must be.

\subsection{Conservation of atoms}

The solid between $z$ and $z+dz$ has volume $\pi r^2dz$. Atoms enter and leave it through surface circles of length $2\pi r$, so
\begin{equation}
\partial_t(\pi r^2)=-\Omega\,\partial_z(2\pi rJ).
\end{equation}
The gradient in (\ref{eq:flux}) is taken along the surface, where $\partial_s=(1+r'^2)^{-1/2}\partial_z$. Inserting the flux and dividing by $2\pi r$ gives
\begin{equation}
r_t=\frac{B}{r}\,\partial_z\left[\frac{r}{\sqrt{1+r'^2}}\,\partial_z\kappa\right].
\label{eq:full}
\end{equation}
This holds for any slope, as long as $r$ is a single-valued function of $z$.

\subsection{Linearisation}

Put $r=R+\varepsilon(z,t)$ with $|\varepsilon|\ll R$ and $|\varepsilon'|\ll1$. Then $1/r=1/R-\varepsilon/R^2+\dots$, while $\sqrt{1+r'^2}$ differs from one only at second order. To first order
\begin{equation}
\kappa=\frac1R-\frac{\varepsilon}{R^2}-\varepsilon'' .
\label{eq:linkappa}
\end{equation}
The constant $1/R$ drops out of $\partial_z\kappa$, which is therefore already of first order. Its prefactor in (\ref{eq:full}) may be evaluated on the unperturbed cylinder, where $r=R$ and the slope is zero. Hence
\begin{equation}
\varepsilon_t=B\,\partial_z^2\kappa=-B\left(\frac{\varepsilon''}{R^2}+\varepsilon''''\right).
\label{eq:linear}
\end{equation}
For $\varepsilon\propto e^{\omega t}\cos kz$ we have $\varepsilon''=-k^2\varepsilon$ and $\varepsilon''''=k^4\varepsilon$, which yields (\ref{eq:result}). As $R\to\infty$ at fixed $k$, the flat result (\ref{eq:flat}) returns.

The two terms compete at a neck, where $\varepsilon<0$. The term $-\varepsilon/R^2$ raises the potential there, because a thinner wire is more strongly curved around its axis, and this drives atoms out of the neck. The term $-\varepsilon''$ lowers it, because the neck is concave along the axis, and this draws atoms in. The first wins when $kR<1$, that is, for $\lambda>2\pi R$.

\subsection{The maximum}

Completing the square in $k^2$ gives
\begin{equation}
\omega=\frac{B}{4R^4}-B\left(k^2-\frac{1}{2R^2}\right)^2 .
\label{eq:square}
\end{equation}
The second term is never positive, so the maximum over all $k$ is $B/(4R^4)$, reached at $k=1/(\sqrt2R)$. With $\lambda=2\pi/k$ this is (\ref{eq:max}).

The nonlinear equation (\ref{eq:full}) gives an independent test. Its right-hand side was differenced numerically about the uniform cylinder, without use of (\ref{eq:linear}). In units of $B/R^4$, the rates at $\lambda/R=5$, $7.5$ and $12$ are $-0.91454$, $0.20926$ and $0.19899$, equal to (\ref{eq:result}) to the digits shown. A numerical search for the fastest wavelength finds $8.8858\,R$ and the rate $0.25000$, as predicted.

The maximum is broad. Substituting $k^2R^2=\frac12(\lambda_m/\lambda)^2$ in (\ref{eq:square}),
\begin{equation}
\frac{\omega}{\omega_m}=1-\left[1-\left(\frac{\lambda_m}{\lambda}\right)^2\right]^2 .
\end{equation}
At $\lambda=12R$, which is 35\% above $\lambda_m$, the rate is still 80\% of the maximum. When the fastest mode has grown 25-fold, a mode at $12R$ has grown by $25^{0.80}\approx13$. A wire with random initial roughness should thus show a spread of spacings around $\lambda_m$, not one sharp period.

\section{What energy decides, and what transport decides}

The threshold can be found without kinetics. Take $r=r_0+a\cos kz$ and hold the volume per length fixed. The mean of $r^2$ is $r_0^2+a^2/2=R^2$, so $r_0=R-a^2/(4R)$ to second order in $a$. The mean of $r'^2$ is $a^2k^2/2$, and the area per length is
\begin{equation}
2\pi\left(r_0+\frac R2\,\frac{a^2k^2}{2}\right)
=2\pi R+\frac{\pi a^2}{2R}\left(k^2R^2-1\right).
\label{eq:area}
\end{equation}
The ripple lowers the area when $kR<1$, the same threshold as before. Direct evaluation of the area for $a=0.02R$ gives changes per length of $+3.64\times10^{-4}R$ at $\lambda=5R$ and $-2.41\times10^{-4}R$ at $\lambda=8R$, in agreement with (\ref{eq:area}).

Among ripples of the same small amplitude, the longest lowers the energy per length of wire the most. It is slow because atoms must travel far: as $k\to0$, (\ref{eq:result}) becomes $\omega\approx Bk^2/R^2$. The fastest wavelength is a compromise between driving force and distance.

A different transport path shows this. Suppose atoms are exchanged with a vapour in equilibrium with the unperturbed wire. Let $\Phi=p/\sqrt{2\pi mk_BT}$ be the evaporation flux at vapour pressure $p$ for atoms of mass $m$, with every arriving atom sticking. A small excess $\delta\mu$ raises evaporation by $\Phi\,\delta\mu/k_BT$. From (\ref{eq:linkappa}), $\delta\mu=-\gamma\Omega(1/R^2-k^2)\varepsilon$, and the surface recedes by $\Omega$ per lost atom, so
\begin{equation}
\omega_{\rm vap}=\frac{\Phi\gamma\Omega^2}{k_BT}\left(\frac1{R^2}-k^2\right).
\label{eq:vap}
\end{equation}
The threshold is unchanged, but the rate now rises steadily as $k\to0$. The factor $\sqrt2$ in $\lambda_m$ belongs to surface diffusion, not to capillarity in general.

\section{Third case: ripples around the circumference}

Let $r=R+\varepsilon(\theta,z,t)$. The area element is $\sqrt{r^2(1+r_z^2)+r_\theta^2}\,d\theta\,dz$. To second order in $\varepsilon$ the area is
\begin{equation}
\int\left[R+\varepsilon+\frac R2\varepsilon_z^2+\frac1{2R}\varepsilon_\theta^2\right]d\theta\,dz .
\end{equation}
Its variation has the integrand $(1-R\varepsilon_{zz}-\varepsilon_{\theta\theta}/R)\,\delta\varepsilon$, while the volume changes by $(R+\varepsilon)\,\delta\varepsilon$. The ratio, to first order, is
\begin{equation}
\kappa=\frac1R-\frac{\varepsilon}{R^2}-\varepsilon_{zz}-\frac{\varepsilon_{\theta\theta}}{R^2}.
\end{equation}
Atoms now also diffuse around the wire, so $\varepsilon_t=B(\partial_z^2+R^{-2}\partial_\theta^2)\kappa$. For $\varepsilon\propto\cos n\theta\cos kz$, with integer $n$,
\begin{equation}
\omega_n=B\left(k^2+\frac{n^2}{R^2}\right)\left(\frac{1-n^2}{R^2}-k^2\right).
\label{eq:angular}
\end{equation}

Three limits fit. For $n=0$ this is (\ref{eq:result}). For $n=1$, $k=0$ the ripple is a sideways shift of the whole wire, and $\omega=0$. For $R\to\infty$ with $n/R=q$ fixed, $\omega\to-B(k^2+q^2)^2$, the decay of a ripple on a plane. For every $n\ge1$ the first factor is positive and the second is never positive, so these modes do not grow. The axisymmetric maximum (\ref{eq:max}) is the maximum over all linear modes.

\section{Fourth case: weak anisotropy along the axis}

Let the surface energy depend on the axial tilt $\phi=\arctan r'$, smoothly and evenly, but not on the direction around the wire. Then $E=2\pi\int rf(r')\,dz$ with $f(p)=\gamma(\phi)\sqrt{1+p^2}$. Since $d\phi/dp=1/(1+p^2)$,
\begin{equation}
f'(p)=\frac{\gamma'(\phi)+p\,\gamma(\phi)}{\sqrt{1+p^2}},\qquad f'(0)=0,\qquad f''(0)=\gamma(0)+\gamma''(0).
\end{equation}
The energy per added volume is $[f-(rf')']/r$. To first order $f=\gamma(0)$ and $rf'=Rf''(0)\varepsilon'$. Only the axial curvature term changes: it is multiplied by $s=[\gamma(0)+\gamma''(0)]/\gamma(0)$. Therefore, for $s>0$ and with $B$ built from $\gamma(0)$ and the axial diffusivity at zero tilt,
\begin{equation}
\omega=Bk^2\left(\frac1{R^2}-sk^2\right),\quad
\lambda_m=2\pi\sqrt{2s}\,R,\quad \omega_m=\frac{B}{4sR^4}.
\label{eq:aniso}
\end{equation}
The maximum follows from $d\omega/d(k^2)=B(1/R^2-2sk^2)=0$, and $s=1$ is the isotropic case. For $\gamma\propto1+\delta\cos4\phi$, $\gamma''(0)/\gamma(0)=-16\delta/(1+\delta)$ and $s=(1-15\delta)/(1+\delta)$. Two derivatives of $\cos4\phi$ turn a small anisotropy of energy into a larger one of stiffness.

\section{A copper nanowire at 700 K}

Consider a clean copper wire of radius 25 nm. The inputs are rough typical values: $\gamma=1.7$ J/m$^2$, which is 10.61 eV/nm$^2$, a face-centred cubic lattice parameter of 0.36 nm, and $D_s=D_0e^{-Q/k_BT}$ with $D_0=0.1$ cm$^2$/s and $Q=0.9$ eV. The cell holds four atoms, so $\Omega=0.36^3/4=0.01166$ nm$^3$; we take $\nu=\Omega^{-2/3}=19.44$ nm$^{-2}$. With $k_BT=0.06032$ eV, $D_s=3.313\times10^{-8}$ cm$^2$/s, or $3.313\times10^6$ nm$^2$/s. Then
\begin{align}
B&=\frac{(3.313\times10^6)(10.61)(0.01166)^2(19.44)}{0.06032}
\approx1.54\times10^6\ \mathrm{nm^4/s},\\
\omega_m&=\frac{1.542\times10^6}{4\times25^4}\approx0.99\ \mathrm{s^{-1}},\qquad
\lambda_m=8.886\times25\approx222\ \mathrm{nm}.
\end{align}
Small ripples shorter than 157 nm decay; this is a linear threshold, and a ripple whose amplitude is a large fraction of $R$ can still neck down at a somewhat shorter wavelength. At fixed temperature the growth time, here about 1 s, scales as $R^4$: a wire twice as thick takes 16 times as long.

If each wavelength ends as one sphere of radius $a$, then $\frac43\pi a^3=\pi R^2\lambda_m$, and the diameter is 94 nm. The sphere has area $4\pi a^2$ against $2\pi R\lambda_m$ for the wire segment, a ratio of $2a^2/(R\lambda_m)\approx0.80$. The surface energy falls by about 20\%.

\subsection{How far the linear law carries}

Start with a ripple of 0.5 nm at $\lambda_m$. Extrapolated linearly, the neck halves when the amplitude reaches 12.5 nm, after $\ln(25)/\omega_m=3.26$ s. Integration of the nonlinear equation (\ref{eq:full}) gives 2.67 s, 18\% less than the linear estimate; refining the mesh from 33 to 49 points leaves the digits shown unchanged.

\subsection{Sizes of the neglected effects}

\emph{Activation energy.} An error of 0.1 eV in $Q$ changes the rate by a factor of 5.25. The time scale is therefore an order-of-magnitude figure. The wavelength does not contain $D_s$ and is unaffected.

\emph{Smooth anisotropy.} At fixed $B$, $\delta=+0.01$ gives $s=0.84$, a wavelength of 204 nm and a rate of 1.17 s$^{-1}$; $\delta=-0.01$ gives $s=1.16$, 239 nm and 0.85 s$^{-1}$. One percent in $\delta$ moves the wavelength by about 8\%.

\emph{Density of mobile atoms.} The mass-transfer diffusivity $D_s$ contains the fraction of surface atoms that are mobile. If they are adatoms whose density follows local equilibrium, $D_s$ in (\ref{eq:flux}) gains a factor $e^{\mu/k_BT}$. At first order it is evaluated on the uniform wire, where $\mu/k_BT=\gamma\Omega/(Rk_BT)=0.082$. All rates rise by 9\%, and $\lambda_m$ stays put. If surface vacancies carry the flux instead, the exponent changes sign and the rates fall by 8\%.

\emph{Bulk diffusion.} Let $D_v$ be the bulk self-diffusivity, and let the potential inside the wire be quasi-steady, so that it obeys Laplace's equation. The regular solution varies as $I_0(k\rho)\cos kz$, with $\rho$ the distance from the axis and $I_n$ modified Bessel functions. The bulk flux is $-(D_v/\Omega k_BT)\nabla\mu$, and its outward part feeds the surface. With $\delta\mu$ at the surface as above and $I_0'=I_1$,
\begin{equation}
\omega_{\rm bulk}=\frac{D_v\gamma\Omega}{k_BT}\left(\frac1{R^2}-k^2\right)k\,\frac{I_1(kR)}{I_0(kR)} .
\end{equation}
For a rough $D_v$ with prefactor 0.3 cm$^2$/s and activation energy 2.1 eV, this is $3.6\times10^{-7}$ of the surface rate at $\lambda_m$.

\emph{Evaporation.} A rough vapour pressure of $1.6\times10^{-15}$ Torr makes (\ref{eq:vap}) only $5\times10^{-14}$ of the surface rate at $\lambda_m$. Thinning in vacuum is equally negligible, $3\times10^{-11}$ nm per growth time.

\subsection{Beside real wires}

The radius and temperature are in the range where metal nanowires can break into rows of particles well below their melting point. Real wires may carry oxide, grain boundaries, a supporting substrate and facets, all absent here. Low-index faces of clean copper can stay flat at 700 K, so the isotropic wire is an idealisation even for a clean surface. Oxide can block surface transport, so the time of about 1 s is no lifetime for an oxidised wire.

Facets break the theory in a definite way. As an idealisation, add a cusp $c|\phi|$ to $\gamma$ at zero tilt, all around the wire. A ripple $a\cos kz$ has mean absolute slope $2ak/\pi$, so the cusp costs $4Rcak$ per length, linear in $a$, while the gain from (\ref{eq:area}) is quadratic. The ripple lowers the energy only if
\begin{equation}
a>\frac{8cR^2k}{\pi\gamma(1-k^2R^2)},\qquad\text{or}\qquad a>3.6\,\frac{c}{\gamma}\,R\quad\text{at }\lambda=\lambda_m .
\end{equation}
For the 0.5 nm cosine ripple at $\lambda_m$, $a/R=0.02$, and a cusp of $c/\gamma\approx0.006$ per radian is enough to remove the gain (other ripple shapes shift this figure somewhat); a longer ripple of the same amplitude needs a stronger cusp. Because the cost is linear in $a$, a wire with a cusp all around has no linear growth rate, and the 222 nm spacing should be used as an estimate only for clean, long, free wires whose surface is rounded at the annealing temperature.

\section*{Computed results}
\begin{verbatim}
TESTS, R = 1 and B = 1
wavelength/R, measured rate, formula rate (R^4/B):
  5.0000  -0.91454  -0.91454
  6.2832  +0.00000  +0.00000
  7.5000  +0.20926  +0.20926
  8.8858  +0.25000  +0.25000
  12.0000  +0.19899  +0.19899
fastest wavelength/R: found 8.8858, formula 8.8858
fastest rate R^4/B: found 0.25000, formula 0.25000
largest error over 61 eigenvalues: 4.7e-07
ripple amplitude/R in area test: 0.02
area change per length /R, wavelength 5.0 R: +3.64e-04
area change per length /R, wavelength 8.0 R: -2.41e-04
COPPER WIRE, rough inputs
radius: 25.0 nm; temperature: 700 K
surface energy: 1.7 J/m^2 = 10.61 eV/nm^2
lattice parameter: 0.36 nm
surface diffusion: D0 0.1 cm^2/s, Q 0.9 eV
kT: 0.06032 eV
atomic volume: 0.01166 nm^3
surface atoms per area: 19.44 nm^-2
D_s: 3.313e-08 cm^2/s
B: 1.542e+06 nm^4/s
threshold wavelength: 157.1 nm
fastest wavelength: 222.1 nm = 0.2221 um
growth rate: 0.987 1/s; growth time: 1.013 s
sphere diameter, one per wavelength: 94.1 nm
initial ripple: 0.5 nm
neck halves, linear estimate: 3.262 s
neck halves, nonlinear run: 2.673 s
relative mesh shift, 33 to 49 points: 1.2e-08
NEGLECTED EFFECTS, same wire
anisotropy +0.01: s 0.8416, 203.8 nm, 1.172 1/s
anisotropy -0.01: s 1.1616, 239.4 nm, 0.849 1/s
gamma Omega/(R kT): 0.0821; rate factor: 1.0855
bulk diffusion inputs: D0 0.3 cm^2/s, Q 2.1 eV
bulk D: 2.28e-16 cm^2/s
bulk/surface growth rate: 3.6e-07
vapour inputs: 7.5e-03 Torr at 1500 K, 3.3 eV
vapour pressure at anneal: 1.6e-15 Torr
vapour/surface growth rate: 5.2e-14
thinning in one growth time: 3.1e-11 nm
rate factor for 0.1 eV error in Q: 5.25
\end{verbatim}
